# Equal Transmittance Does Not Imply Equal Reflectance in an Absorbing Multilayer: a program that tests the result

```python
"""Two-sided reflectance of an absorbing multilayer in vacuum.

Result under test: the transmission amplitudes from front and back are equal,
while the reflectances differ by the difference of the absorptances,
    R_front - R_back = A_back - A_front,
    A = k0 * integral of Im(eps) |E|^2 dz   (normal incidence, unit wave).
A layer is (thickness in nm, complex index n + i k), time factor exp(-i w t).
r, t: amplitudes; R = |r|^2, T = |t|^2; k0 = 2 pi / wavelength.
Optical constants are rough rounded values for an EUV zirconium multilayer.
"""
import cmath
import math
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erf

WAVELENGTH = 13.5
N_ZR = 0.96 + 0.004j
N_SPACER = 1.00 + 0.002j
D_ZR, D_SPACER, PERIODS, D_SUPPORT = 2.50, 4.35, 20, 50.0
K0 = 2 * math.pi / WAVELENGTH


def amplitudes(layers, wavelength=WAVELENGTH, degrees=0.0, pol="s"):
    """r and t for a wave striking the first layer, by layer matrices."""
    k0 = 2 * math.pi / wavelength
    sin2 = math.sin(math.radians(degrees)) ** 2
    cosine = math.sqrt(1 - sin2)
    u, v = 1 + 0j, 1j * cosine
    for d, n in reversed(layers):
        eps = n * n
        g = cmath.sqrt(eps - sin2)
        w = 1 if pol == "s" else eps
        co, si = cmath.cos(g * k0 * d), cmath.sin(g * k0 * d)
        u, v = co * u - w / g * si * v, g / w * si * u + co * v
    incident = (u + v / (1j * cosine)) / 2
    reflected = (u - v / (1j * cosine)) / 2
    return reflected / incident, 1 / incident


def both_sides(layers, **options):
    """R_front, R_back, T_front, T_back."""
    rf, tf = amplitudes(layers, **options)
    rb, tb = amplitudes(layers[::-1], **options)
    return np.array([abs(rf)**2, abs(rb)**2, abs(tf)**2, abs(tb)**2])


def integrate_wave(layers, side, degrees=0.0, pol="s"):
    """r and t by integrating the wave equation in fixed coordinates.
    side = +1: wave strikes the left face; side = -1: the right face."""
    sin2 = math.sin(math.radians(degrees)) ** 2
    cosine = math.sqrt(1 - sin2)
    y = np.array([1 + 0j, side * 1j * cosine])
    for d, n in (layers[::-1] if side == 1 else layers):
        eps = n * n
        w = 1 if pol == "s" else eps

        def slope(z, f):
            return np.array([K0 * w * f[1], -K0 * (eps - sin2) / w * f[0]])
        y = solve_ivp(slope, (0, -side * d), y, method="DOP853",
                      rtol=1e-10, atol=1e-12).y[:, -1]
    incident = (y[0] + side * y[1] / (1j * cosine)) / 2
    reflected = (y[0] - side * y[1] / (1j * cosine)) / 2
    return reflected / incident, 1 / incident


def field_samples(layers, nodes=24):
    """Quadrature weights, Im(eps) and E inside the stack, normal incidence."""
    x, wt = np.polynomial.legendre.leggauss(nodes)
    u, v = 1 + 0j, 1j
    weights, loss, field = [], [], []
    for d, n in reversed(layers):
        back = K0 * n * d * (1 - x) / 2
        field.append(u * np.cos(back) - v / n * np.sin(back))
        weights.append(wt * d / 2)
        loss.append(np.full(nodes, (n * n).imag))
        co, si = cmath.cos(K0 * n * d), cmath.sin(K0 * n * d)
        u, v = co * u - si * v / n, n * si * u + co * v
    incident = (u - 1j * v) / 2
    return (np.concatenate(weights[::-1]), np.concatenate(loss[::-1]),
            np.concatenate(field[::-1]) / incident)


def scale_loss(layers, factor):
    return [(d, complex(n.real, factor * n.imag)) for d, n in layers]


def make_stack(support=D_SUPPORT, stretch=1.0):
    cell = [(D_ZR * stretch, N_ZR), (D_SPACER * stretch, N_SPACER)]
    return cell * PERIODS + ([(support, N_ZR)] if support else [])


def graded(layers, sigma, step):
    """Interdiffused inner interfaces (error-function profiles), sliced."""
    edges = np.cumsum([d for d, n in layers])
    count = round(edges[-1] / step)
    h = edges[-1] / count
    z = (np.arange(count) + 0.5) * h
    eps = np.full(count, layers[0][1] ** 2)
    for edge, (_, n1), (_, n2) in zip(edges[:-1], layers[:-1], layers[1:]):
        eps = eps + (n2**2 - n1**2) * (
            1 + erf((z - edge) / (math.sqrt(2) * sigma))) / 2
    return [(h, complex(n)) for n in np.sqrt(eps)]


stack = make_stack()
bare = make_stack(support=0)
RF, RB, TF, TB = both_sides(stack)
rf, t = amplitudes(stack)
rb, t_back = amplitudes(stack[::-1])
AF, AB = 1 - RF - TF, 1 - RB - TB

# Equal transmission, unequal reflection: direct integration against matrices.
worst_ode = 0.0
oblique = {}
for angle, pol in ((0.0, "s"), (30.0, "s"), (30.0, "p")):
    direct = [*integrate_wave(stack, 1, angle, pol),
              *integrate_wave(stack, -1, angle, pol)]
    matrix = [*amplitudes(stack, degrees=angle, pol=pol),
              *amplitudes(stack[::-1], degrees=angle, pol=pol)]
    worst_ode = max(worst_ode, np.max(np.abs(np.subtract(direct, matrix))))
    assert abs(direct[1] - direct[3]) < 1e-7
    assert abs(abs(direct[0])**2 - abs(direct[2])**2) > 1e-5
    oblique[(angle, pol)] = np.abs(direct) ** 2
assert worst_ode < 1e-7
assert abs(t - t_back) < 1e-12 and RF - RB > 0.01

# Controls: remove the loss, or remove the asymmetry.
lossless = scale_loss(stack, 0)
rf0, t0 = integrate_wave(lossless, 1)
rb0, t0b = integrate_wave(lossless, -1)
assert abs(abs(rf0)**2 - abs(rb0)**2) < 1e-7
assert abs(rf0.conjugate() * t0 + t0.conjugate() * rb0) < 1e-7
symmetric = [(25.0, N_ZR), (D_SPACER, N_SPACER)] + bare + [(25.0, N_ZR)]
rfs, ts = integrate_wave(symmetric, 1)
rbs, tbs = integrate_wave(symmetric, -1)
assert abs(rfs - rbs) < 1e-7
assert 1 - abs(rfs)**2 - abs(ts)**2 > 0.1

# Loss integrals from the internal fields.


def loss_integrals(nodes):
    w, loss, ef = field_samples(stack, nodes)
    eb = field_samples(stack[::-1], nodes)[2][::-1]
    return np.array([K0 * np.sum(w * loss * abs(ef)**2),
                     K0 * np.sum(w * loss * abs(eb)**2),
                     K0 * np.sum(w * loss * ef.conj() * eb)])


coarse, fine = loss_integrals(24), loss_integrals(48)
quadrature_shift = np.max(abs(fine - coarse))
assert quadrature_shift < 1e-10
assert abs(fine[0] - AF) < 1e-10 and abs(fine[1] - AB) < 1e-10
assert abs(RF - RB - (fine[1] - fine[0]).real) < 1e-10
mixed = rf.conjugate() * t + t.conjugate() * rb
assert abs(mixed + fine[2]) < 1e-10
bound_left = math.sqrt(TF) * abs(math.sqrt(RF) - math.sqrt(RB))
bound_right = math.sqrt(AF * AB)
assert bound_left <= abs(mixed) + 1e-12 <= bound_right + 2e-12

# Weak loss: fields of the lossless stack predict the initial slope.
w, loss, _ = field_samples(stack)
ef0 = field_samples(lossless)[2]
eb0 = field_samples(lossless[::-1])[2][::-1]
first_order = K0 * np.sum(w * loss * (abs(eb0)**2 - abs(ef0)**2))
small = 1e-3
weak = both_sides(scale_loss(stack, small))
slope_numeric = (weak[0] - weak[1]) / small
assert abs(slope_numeric / first_order - 1) < 0.01

# Mechanism: multilayer and support slab joined by summing bounces.
rmf, tm = amplitudes(bare)
rmb, _ = amplitudes(bare[::-1])
rho = (1 - N_ZR) / (1 + N_ZR)
pass_once = cmath.exp(1j * K0 * N_ZR * D_SUPPORT)
rs = rho * (1 - pass_once**2) / (1 - rho**2 * pass_once**2)
tslab = (1 - rho**2) * pass_once / (1 - rho**2 * pass_once**2)
bounces = sum((rs * rmb) ** j for j in range(30))
assert abs(rmf + tm**2 * rs * bounces - rf) < 1e-12
assert abs(rs + tslab**2 * rmb * bounces - rb) < 1e-12
assert abs(tm * tslab * bounces - t) < 1e-12
alpha = 4 * math.pi * N_ZR.imag / WAVELENGTH
RB_estimate = abs(rmb)**2 * math.exp(-2 * alpha * D_SUPPORT)
# Allowed error: one weak reflection from each slab face, plus cross terms.
assert abs(math.sqrt(RB) - math.sqrt(RB_estimate)) < 2.2 * abs(rho)

# Accidental equality in an absorbing asymmetric stack.


def difference(stretch):
    values = both_sides(make_stack(stretch=stretch))
    return values[0] - values[1]


grid = np.linspace(0.8, 1.2, 401)
curve = [difference(s) for s in grid]
roots = [brentq(difference, grid[i], grid[i + 1], xtol=1e-13)
         for i in range(400) if curve[i] * curve[i + 1] < 0]
assert roots
crossing = max(roots, key=lambda s: both_sides(make_stack(stretch=s))[0])
cross_values = both_sides(make_stack(stretch=crossing))
assert abs(cross_values[0] - cross_values[1]) < 1e-9
assert 1 - cross_values[0] - cross_values[2] > 0.1

# Support thickness series, ending with an opaque support.
series = {d: both_sides(make_stack(support=d)) for d in (0, 50, 100, 200, 3000)}
assert abs(series[3000][1] - abs(rho)**2) < 1e-6
assert series[0][0] - series[0][1] > 1e-3

# Sizes of effects left out of the ideal model.
oxide = [(2.0, 0.97 + 0.01j)]
smooth = both_sides(graded(stack, 0.5, 0.05))
smooth_coarse = both_sides(graded(stack, 0.5, 0.1))
slice_shift = np.max(abs(smooth - smooth_coarse))
assert slice_shift < 1e-3
band = WAVELENGTH * np.linspace(0.99, 1.01, 41)
variants = {
    "interdiffusion, 0.5 nm rms": smooth,
    "2 nm oxide on both faces": both_sides(oxide + stack + oxide),
    "6 degree incidence, s": both_sides(stack, degrees=6.0),
    "2 % full bandwidth": np.mean(
        [both_sides(stack, wavelength=x) for x in band], axis=0),
    "all k raised by 10 %": both_sides(scale_loss(stack, 1.1)),
    "all 1-n raised by 10 %": both_sides(
        [(d, complex(1 - 1.1 * (1 - n.real), n.imag)) for d, n in stack]),
    "300 K heating at 1e-5 per K": both_sides(
        [(d * (1 + 300 * 1e-5), n) for d, n in stack]),
}
for values in variants.values():
    assert abs(values[2] - values[3]) < 1e-10
    assert values[0] > values[1]
largest = max(variants, key=lambda name: abs(
    variants[name][0] - variants[name][1] - (RF - RB)))

print(f"wavelength {WAVELENGTH} nm; periods {PERIODS}; support {D_SUPPORT} nm")
print(f"Zr layer {D_ZR} nm, index {N_ZR}; spacer {D_SPACER} nm, index {N_SPACER}")
print(f"total thickness {sum(d for d, n in stack):.1f} nm")
print(f"R front {RF:.5f}, R back {RB:.5f}, difference {RF-RB:.5f}")
print(f"R front / R back {RF/RB:.4f}")
print(f"T front {TF:.5f}, T back {TB:.5f}, |t_f - t_b| {abs(t-t_back):.1e}")
print(f"A front {AF:.5f}, A back {AB:.5f}")
print(f"loss integrals: front {fine[0].real:.5f}, back {fine[1].real:.5f}")
print(f"quadrature shift, 24 to 48 nodes per layer {quadrature_shift:.1e}")
print(f"largest amplitude gap, wave integration vs matrices {worst_ode:.1e}")
print(f"bound: left side {bound_left:.5f}, |mixed term| {abs(mixed):.5f}, "
      f"right side {bound_right:.5f}")
print(f"first-order difference {first_order:.5f}; full {RF-RB:.5f}")
print(f"slope at loss factor {small}: {slope_numeric:.5f}")
print(f"lossless asymmetric: R front {abs(rf0)**2:.5f}, "
      f"R back {abs(rb0)**2:.5f}, T {abs(t0)**2:.5f}")
print(f"absorbing symmetric: R front {abs(rfs)**2:.5f}, "
      f"R back {abs(rbs)**2:.5f}, T {abs(ts)**2:.5f}")
for (angle, pol), p in oblique.items():
    print(f"{angle:.0f} deg {pol}: R front {p[0]:.5f}, R back {p[2]:.5f}, "
          f"T front {p[1]:.5f}, T back {p[3]:.5f}")
print(f"Zr absorption coefficient {alpha:.6f} per nm")
print(f"support: one-pass factor {math.exp(-alpha*D_SUPPORT):.4f}, "
      f"two-pass factor {math.exp(-2*alpha*D_SUPPORT):.4f}")
print(f"vacuum-Zr surface: |amplitude| {abs(rho):.5f}, R {abs(rho)**2:.6f}")
print(f"attenuation estimate of R back {RB_estimate:.5f}; full {RB:.5f}")
for d, p in series.items():
    print(f"support {d} nm: R front {p[0]:.5f}, R back {p[1]:.5f}, T {p[2]:.3e}")
print(f"accidental equality: period {crossing*(D_ZR+D_SPACER):.4f} nm, "
      f"R {cross_values[0]:.6f}, T {cross_values[2]:.5f}")
print(f"number of equalities for periods {0.8*(D_ZR+D_SPACER):.2f} to "
      f"{1.2*(D_ZR+D_SPACER):.2f} nm: {len(roots)}")
for name, p in variants.items():
    print(f"{name}: R front {p[0]:.4f}, R back {p[1]:.4f}, T {p[2]:.4f}, "
          f"difference {p[0]-p[1]:.4f}")
print(f"slicing shift, 0.1 to 0.05 nm {slice_shift:.1e}")
print(f"largest change of the difference: {largest}")
print("verified")
```

Running it gives:

```
wavelength 13.5 nm; periods 20; support 50.0 nm
Zr layer 2.5 nm, index (0.96+0.004j); spacer 4.35 nm, index (1+0.002j)
total thickness 187.0 nm
R front 0.30207, R back 0.20575, difference 0.09633
R front / R back 1.4682
T front 0.37106, T back 0.37106, |t_f - t_b| 6.5e-16
A front 0.32687, A back 0.42320
loss integrals: front 0.32687, back 0.42320
quadrature shift, 24 to 48 nodes per layer 2.5e-13
largest amplitude gap, wave integration vs matrices 3.0e-10
bound: left side 0.05849, |mixed term| 0.06677, right side 0.37193
first-order difference 0.15321; full 0.09633
slope at loss factor 0.001: 0.15314
lossless asymmetric: R front 0.39890, R back 0.39890, T 0.60110
absorbing symmetric: R front 0.27520, R back 0.27520, T 0.34475
0 deg s: R front 0.30207, R back 0.20575, T front 0.37106, T back 0.37106
30 deg s: R front 0.00346, R back 0.00167, T front 0.53926, T back 0.53926
30 deg p: R front 0.00072, R back 0.00034, T front 0.53676, T back 0.53676
Zr absorption coefficient 0.003723 per nm
support: one-pass factor 0.8301, two-pass factor 0.6891
vacuum-Zr surface: |amplitude| 0.02051, R 0.000421
attenuation estimate of R back 0.20099; full 0.20575
support 0 nm: R front 0.29643, R back 0.29167, T 4.522e-01
support 50 nm: R front 0.30207, R back 0.20575, T 3.711e-01
support 100 nm: R front 0.30739, R back 0.14989, T 3.043e-01
support 200 nm: R front 0.31032, R back 0.07895, T 2.079e-01
support 3000 nm: R front 0.30558, R back 0.00042, T 6.234e-06
accidental equality: period 7.1688 nm, R 0.004825, T 0.54869
number of equalities for periods 5.48 to 8.22 nm: 7
interdiffusion, 0.5 nm rms: R front 0.2583, R back 0.1754, T 0.4023, difference 0.0829
2 nm oxide on both faces: R front 0.2836, R back 0.2081, T 0.3504, difference 0.0756
6 degree incidence, s: R front 0.2976, R back 0.1979, T 0.3773, difference 0.0997
2 % full bandwidth: R front 0.2934, R back 0.2001, T 0.3764, difference 0.0933
all k raised by 10 %: R front 0.2941, R back 0.1928, T 0.3535, difference 0.1013
all 1-n raised by 10 %: R front 0.3455, R back 0.2327, T 0.3418, difference 0.1128
300 K heating at 1e-5 per K: R front 0.3003, R back 0.2068, T 0.3687, difference 0.0935
slicing shift, 0.1 to 0.05 nm 1.0e-04
largest change of the difference: 2 nm oxide on both faces
verified
```
